# Why a channelled proton in silicon still loses energy

**Q.** I picture a channelled ion as travelling down an empty corridor. The planes of atoms steer it, it hits no nuclei, so it should lose no energy until it leaves the channel. Where would the energy go?

**A.** To electrons. The corridor is nearly empty of nuclei and core electrons, but not of valence electrons. Let us take a 1 MeV proton moving between {110} planes of silicon, in a direction within the planes that follows no major atomic row. Your first claim, the steering, is sound, so start there.

Write $C=e^2/4\pi\varepsilon_0=1.44$ eV nm and $Z=14$. Model a screened atom by

$$V(r)=ZC\left[\frac1r-\frac1{\sqrt{r^2+X}}\right],\qquad X=3a^2,$$

with the Thomas-Fermi screening length $a=0.0194$ nm. A fast ion at a small angle to a plane passes many atoms before its distance $y$ from the plane changes much, so it feels the plane average. With $\sigma$ atoms per area and in-plane radius $R$,

$$U(y)=\sigma\int_0^\infty 2\pi R\,V\!\left(\sqrt{R^2+y^2}\right)dR
=2\pi ZC\sigma\left[\sqrt{y^2+X}-y\right],$$

because the two square roots from the integration cancel at large $R$.

At angle $\theta$ to the planes, the transverse kinetic energy is $\tfrac12Mv^2\theta^2=E\theta^2$, with $M$ the proton mass. In the averaged potential, and with no energy exchange,

$$E\theta^2+U(y)+U(d-y)=\text{constant}.$$

An ion that enters parallel to the planes at distance $y_0$ therefore turns back at $y_0$.

**Q.** How strong is that wall?

**A.** A lattice constant of 0.543 nm gives $d=0.192$ nm and $\sigma=9.59$ nm$^{-2}$, so $2\pi ZC\sigma\approx1215$ eV/nm. At $y=a$ the bracket equals $2a-a=a$, and the near plane contributes 23.6 eV. The far plane adds 3.9 eV. At mid-channel the two planes together give 13.9 eV. Counting only these two planes, the barrier between mid-channel and $y=a$ is

$$23.6+3.9-13.9=13.6\ \text{eV}.$$

Setting $E\theta^2$ equal to it gives $\theta=\sqrt{13.6/10^6}=3.7$ mrad, or 0.21°. A barrier of some 14 eV can guide a 1 MeV ion because it has to reverse the transverse motion alone.

**Q.** Then the ion avoids the nuclei, and I have my lossless corridor.

**A.** First ask how much energy the nuclei would have taken. For an atom at impact parameter $b$, integrate the sideways force along a straight path, using $\int_{-\infty}^{\infty}dz/(b^2+z^2)^{3/2}=2/b^2$:

$$\Delta p=\frac{2ZC}{v}\left[\frac1b-\frac{b}{b^2+X}\right]
=\frac{2ZC}{v}\,\frac{X}{b(b^2+X)}.$$

A nucleus of mass $M_n$ recoils with energy $T=\Delta p^2/2M_n$. Since $Mv^2=2E$,

$$T=\frac{M}{M_n}\frac{(ZC)^2}{E}\,\frac{1}{b^2}\left(\frac{X}{b^2+X}\right)^2 .$$

The straight path fails for nearly head-on collisions. For a heavy target, Rutherford scattering replaces $1/b^2$ by $1/(b^2+b_0^2)$, with $b_0=ZC/2E$. Now average over random impact parameters, with $N$ atoms per volume and $t=b^2$:

$$S_n=N\int_0^\infty2\pi b\,T\,db=\pi N\frac{M}{M_n}\frac{(ZC)^2}{E}
\int_0^\infty\frac{X^2\,dt}{(t+b_0^2)(t+X)^2}.$$

For $b_0^2\ll X$ the integrand is close to

$$\frac1{t+b_0^2}-\frac1{t+X}-\frac{X}{(t+X)^2},$$

whose integral is $\ln(X/b_0^2)-1$. Here $b_0=1.0\times10^{-5}$ nm, so this factor is about 15.2. With $N=49.97$ nm$^{-3}$ and $M_n/M=27.8$, the result is $S_n=0.035$ eV/nm.

**Q.** Is that small?

**A.** It is small beside what the electrons take. Treat the four valence electrons per atom as a uniform gas of density $n=4N=199.9$ nm$^{-3}$, and the proton as a bare point charge acting to first order. If the ion gives up momentum $\hbar\mathbf q$, it gives up energy $\hbar\mathbf q\cdot\mathbf v$; the recoil term $\hbar^2q^2/2M$ is negligible for so heavy a projectile.

The strength of the response follows from a sum rule. Let $F=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$ for $N_e$ electrons. The interactions in the Hamiltonian $H$ commute with $F$, but the kinetic energy does not:

$$[H,F^\dagger]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\frac{\hbar^2q^2}{2m}+\frac{\hbar\mathbf q\cdot\mathbf p_j}{m}\right),
\qquad [F,[H,F^\dagger]]=\frac{N_e\hbar^2q^2}{m}.$$

The ground-state average of the double commutator is $\langle F(H-E_0)F^\dagger\rangle+\langle F^\dagger(H-E_0)F\rangle$. These terms are equal because $\mathbf q$ and $-\mathbf q$ are equivalent. Hence

$$\sum_k(E_k-E_0)|\langle k|F^\dagger|0\rangle|^2=\frac{N_e\hbar^2q^2}{2m}.$$

Now comes a model assumption: at each $q$, all the strength sits at one frequency,

$$\omega_q^2=\omega_p^2+\left(\frac{\hbar q^2}{2m}\right)^2,\qquad \omega_p^2=\frac{4\pi Cn}{m}.$$

This joins the collective plasma oscillation at small $q$ to the recoil of a free electron at large $q$.

**Q.** And the stopping power?

**A.** Use Fermi's golden rule with the Coulomb component $4\pi C/q^2$. Multiply each transition rate by its energy $\hbar\omega_q$, insert the sum rule, and divide by $v$ to get loss per length:

$$S_v=\frac1v\int\frac{d^3q}{(2\pi)^3}\,\frac{2\pi}{\hbar}
\left(\frac{4\pi C}{q^2}\right)^2\frac{n\hbar^2q^2}{2m}\,
\delta(\hbar\omega_q-\hbar\mathbf q\cdot\mathbf v).$$

The angular integral of the delta function is $2\pi/(\hbar qv)$ if $\omega_q<qv$, and zero otherwise. The remaining powers of $q$ are $q^2\cdot q^{-4}\cdot q^2\cdot q^{-1}=q^{-1}$, and the constants combine to

$$S_v=\frac{4\pi C^2n}{mv^2}\,L,\qquad L=\int_{q_-}^{q_+}\frac{dq}{q}.$$

The limits solve $\omega_q=qv$. Squaring, with $t=q^2$,

$$\left(\frac{\hbar}{2m}\right)^2t^2-v^2t+\omega_p^2=0,\qquad
t_\pm=\frac{2m^2v^2}{\hbar^2}(1\pm s),\qquad s=\sqrt{1-\left(\frac{\hbar\omega_p}{mv^2}\right)^2}.$$

Therefore

$$L=\frac12\ln\frac{1+s}{1-s}=\ln\frac{1+s}{\sqrt{1-s^2}}
=\operatorname{arccosh}\frac{mv^2}{\hbar\omega_p}\approx\ln\frac{2mv^2}{\hbar\omega_p},$$

where the last form holds for $mv^2\gg\hbar\omega_p$.

For our proton, $mv^2=2E\,m/M=1089$ eV and $\hbar\omega_p=16.6$ eV. Thus $L=\ln(131.2)=4.88$, and

$$S_v=\frac{4\pi(1.44)^2(199.9)}{1089}\times4.88=23.3\ \text{eV/nm}.$$

At fixed energy, that is 23 keV over a micrometre. The corridor is far from lossless.

**Q.** You put all the response at one frequency. Does that create the answer?

**A.** Replace the single mode by the Lindhard dielectric function $\varepsilon(q,\omega)$ of a degenerate electron gas, for which

$$L=\frac{2}{\pi\omega_p^2}\int\frac{dq}{q}\int_0^{qv}\omega\,\mathrm{Im}\!\left[\frac{-1}{\varepsilon(q,\omega)}\right]d\omega .$$

Numerical integration without damping, counting the plasmon as a sharp pole, gives 4.86. That is 0.3% below the single-mode value and matches the fast-ion correction $-\tfrac35v_F^2/v^2$, with $v_F$ the Fermi speed. A coarser integration with a damped plasmon peak gives 4.81.

**Q.** But the electrons in a crystal are not uniform. Perhaps the middle of the channel is a gap in the valence charge too.

**A.** Two things answer that. First, the quadratic equation gives $q_-q_+=2m\omega_p/\hbar$. The wave number $q_c=\sqrt{2m\omega_p/\hbar}$ is thus the geometric mean of the limits and divides $L$ into equal halves. The part with $q<q_c$ is long-range response; the part with $q>q_c$ comes from closer collisions, within roughly $1/q_c=0.048$ nm. As an estimate, let only the close half follow the local density $n(y)$:

$$S(y)\approx\frac{S_v}{2}\left[1+\frac{n(y)}{n}\right].$$

Second, the density can be estimated. I took an unrestricted Hartree-Fock density for a free silicon atom, averaged it over directions, placed such atoms on the planes and averaged parallel to them. The mid-channel valence density is 0.976 of the mean, so

$$S(d/2)\approx\tfrac12(1.976)(23.3)=23.0\ \text{eV/nm}.$$

Superposed free atoms omit bonding, and Hartree-Fock omits correlation, so the ratio is uncertain by up to about 0.1. An empirical-pseudopotential density for the bonded crystal gives about 1.08, and $S(d/2)\approx24$ eV/nm. Either way there is no gap in the valence charge. The free-atom calculation puts the core-electron density at mid-channel at about 0.1% of its mean. That is the sense in which the corridor is empty.

**Q.** Then what does channelling save?

**A.** Compare with a random path at the same energy. A group of electrons with excitation frequency $\omega_i$ obeys the same integral, with $\omega_i$ in place of $\omega_p$, and gives the same kind of logarithm if $mv^2\gg\hbar\omega_i$. The two K-shell electrons, bound by more than $mv^2$, fail this condition, but their term in the sum below is small: under 1% of the total if $\hbar\omega_i$ is set to the binding energy, and about $-2$% for a more realistic K-shell mean excitation energy near 3 keV. Adding the groups, each weighted by its number of electrons, defines a logarithmic mean excitation energy $I$ and gives the Bethe form

$$S_r=\frac{4\pi C^2}{mv^2}\,ZN\ln\frac{2mv^2}{I}.$$

A rough value for silicon is $I=170$ eV. The factor before the logarithm is 16.7 eV/nm and the logarithm is 2.55, so $S_r=42.7$ eV/nm. The valence-only channelled loss is 0.55 of this.

The difference is about 19 eV/nm, while removing all nuclear stopping would save 0.035 eV/nm. In this model, the lower loss comes almost wholly from missed core electrons. The missed nuclei matter for large deflections and displaced atoms, but hardly for this ion's energy budget.

**Q.** Could the ion excite core electrons from a distance?

**A.** Yes, so the 0.55 leaves something out. Treat a core electron as an oscillator of frequency $\omega$. Its energy gain is $|\int\mathbf F e^{i\omega t}dt|^2/2m$, where $\mathbf F$ is the passing proton's force. With $\xi=\omega b/v$ and $t=bu/v$, the two force components need

$$\int_{-\infty}^{\infty}\frac{\cos\xi u\,du}{(1+u^2)^{3/2}}=2\xi K_1(\xi),\qquad
\int_{-\infty}^{\infty}\frac{u\sin\xi u\,du}{(1+u^2)^{3/2}}=2\xi K_0(\xi),$$

where $K_0$ and $K_1$ are modified Bessel functions. Each impulse is $C/(bv)$ times its integral, so

$$\Delta E(b)=\frac{2C^2}{mv^2}\frac{\omega^2}{v^2}\left[K_0^2(\xi)+K_1^2(\xi)\right].$$

At fixed $b$, this is proportional to $g=\xi^2(K_0^2+K_1^2)$, and $dg/d\xi=2\xi K_0(K_0-2\xi K_1)$. Since $K_1>K_0$, the loss falls with frequency once $\xi>\tfrac12$.

I gave all eight L-shell electrons the Hartree-Fock 2p binding energy, 116 eV. At mid-channel $\xi$ is then about 1.2 for the nearest atoms. Summing over both neighbouring planes by numerical integration gives 3.7 eV/nm. This is a high estimate within the oscillator model, because real L-shell excitations extend to higher energies. Adding it to 23.0 eV/nm raises the ratio to the random loss from 0.54 to 0.63. Read that as a high estimate too, because the random loss used $I=170$ eV. A single L-shell frequency consistent with that $I$ would lie near 300 eV, and the distant loss at mid-channel would then be only about 0.1 eV/nm. That figure is a low estimate, because a real spectrum is spread out and its low-frequency part dominates distant excitation; a one-electron model of the L-shell spectrum gives about 1.4 eV/nm.

**Q.** So the ion slows, but at least it stays safely in the channel.

**A.** Not indefinitely. The electrons that slow it also push it sideways. An excitation of wave number $q$ has a longitudinal component $\omega_q/v$, so its transverse part satisfies $q_\perp^2=q^2-\omega_q^2/v^2$. The sideways kicks have random directions, so their energies $\hbar^2q_\perp^2/2M$ add on average. Dividing the energy-loss integrand by $\hbar\omega_q$ gives the number of excitations, hence

$$\frac{dE_\perp}{dz}=\frac{4\pi C^2n}{mv^2}\int_{q_-}^{q_+}\frac{dq}{q}\,
\frac{\hbar}{2M\omega_q}\left(q^2-\frac{\omega_q^2}{v^2}\right).$$

Put $t=q^2$, so $dq/q=dt/2t$. For a fast ion $t_+\approx4m^2v^2/\hbar^2$, and the first term is

$$\frac{\hbar}{4M}\int\frac{dt}{\omega_q}\approx\frac{m}{2M}\operatorname{arcsinh}\frac{2mv^2}{\hbar\omega_p}
\approx\frac{m}{2M}(L+\ln2).$$

In the second term, most of the integral comes from large $t$, where $\omega_q\approx\hbar t/2m$:

$$-\frac{\hbar}{4Mv^2}\int\frac{\omega_q}{t}\,dt\approx-\frac{\hbar^2t_+}{8mMv^2}=-\frac{m}{2M}.$$

Together they give

$$\frac{dE_\perp}{dz}\approx\frac{m}{2M}S_v\left[1-\frac{1-\ln2}{L}\right].$$

Numerical integration over $q$ gives 5.9 eV per micrometre, and this short formula agrees with it to about 1%. The energy is shared between two transverse directions. The direction across the channel gains about 3 eV per micrometre, against a barrier of some 14 eV. Dechannelling within a few micrometres is therefore plausible.

**Q.** Does it happen when you follow actual ions?

**A.** I followed model ions at fixed energy through 3 µm, adding the impulse from each nearby atom. The planes were regular lattices with the correct $\sigma$, crossed in an irrational direction, and each atom had a random thermal displacement of 0.0078 nm rms per axis. There were 200 protons per group. The channelled groups entered parallel to the planes and at least 0.05 nm from either one. A close encounter means passing within 0.01 nm of a nucleus.

- Tilted by 3°, the protons averaged 47.6 close encounters each. A random path of length $\ell$ would give $N\pi(0.01\ \text{nm})^2\ell=47.1$.
- Channelled with deflections by atoms alone, 2% had any close encounter.
- Channelled with random electronic kicks added at the calculated heating rate, 48% had at least one.

The last two groups differ in the electronic kicks, apart from their random starting points and displacements. In this model, for ions that enter well away from the planes, electronic scattering is thus the main cause of dechannelling over 3 µm. For a beam spread over all entry points the atoms matter as much: about a third of the ions then have a close encounter with atoms alone, and about two thirds with electronic kicks added. In the atoms-only group, the nuclear loss averaged between 1 and $2\times10^{-4}$ eV/nm, depending on the sample and raised by the few ions that left the channel, far below the random 0.035 eV/nm. Its median closest distance to a plane in the first 0.5 µm was 0.97 of the entry distance, close to the turning rule.

**Q.** How near is this to a real implant?

**A.** Proton implants near 1 MeV are used in silicon power devices, so the energy and material are realistic. The entry conditions are favourable: for a parallel beam spread evenly over the surface, just under half the ions enter at least 0.05 nm from a plane. A wafer tilted well beyond 0.21°, and away from other channels, breaks the alignment assumption. The estimate then moves from about 23 eV/nm at mid-channel, or 27 eV/nm with the high core estimate, to about 43 eV/nm. The random value has its own uncertainty: one can instead take the logarithmic mean with $\hbar\omega_p$ for the valence electrons and, for the core electrons, $\sqrt2$ times the plasma energy at the computed local core density, the $\sqrt2$ being a rough allowance for binding. That gives $I=144$ eV instead of 170 eV and raises $S_r$ by about 7%. I also held the energy fixed, although a channelled proton loses some 2 to 3% of it per micrometre.

**Q.** Can I use the same split for any ion and energy?

**A.** No. At 2 MeV, $mv^2$ doubles and $L$ rises by $\ln2$ to 5.57, so $S_v$ falls to $23.3\times5.57/(2\times4.88)=13.3$ eV/nm. A faster ion still loses energy, but less per nanometre. Its distant core excitations also reach farther, since their range scales as $v/\omega$.

At low speed, the single-mode formula gives $L=0$ when $mv^2=\hbar\omega_p$, near 15 keV for a proton. That zero is a failure of the model. In a real electron gas, electrons at the Fermi surface can be excited with arbitrarily small energy, so a slow ion still feels electronic drag. A slow heavy ion also carries bound electrons and can lose a large share of its energy to nuclei off-channel. The negligible nuclear share found here must not be carried over to it.

**Q.** Then I should replace "no collisions, no loss" with "few close nuclear collisions, but continuing electronic loss".

**A.** Yes, and add that the electronic collisions gradually undo the channelling itself.
